# First-order intermonomer correlation in the pair density of two hydrogen atoms

## Question

I am stuck on this exercise: *for two ground-state hydrogen atoms a large distance $R$ apart, compute the intermonomer correlation part of the pair density to first order in the interaction. Show that it integrates to zero over either electron and that it scales as $R^{-3}$.*

I know that the dispersion energy goes as $-C_6/R^6$, so I expected the pair density to change by something of order $R^{-6}$ too. I also don't see how the pair density can change at first order if integrating out one electron leaves nothing. Doesn't that mean that nothing has happened to the atoms? Finally, perturbation theory gives me a double sum over all hydrogen states, continuum included, and I don't know how to get an actual function out of it.

## Answer

The energy needs one more power of the interaction than the pair density does, and that accounts for the two exponents. As for the second puzzle, the electrons can become correlated while each, viewed alone, keeps its old distribution. The double sum can be replaced by a differential equation for one radial function.

### Setting up

I use atomic units. Nucleus A is at the origin and nucleus B at $\mathbf R=R\hat{\mathbf z}$. Electron 1 belongs to A and electron 2 to B, with $\mathbf r_1,\mathbf r_2$ measured from their own nuclei. Labelling the electrons this way neglects exchange, which is exponentially small at large $R$. Retardation and relativity are left out.

With $P=|\Psi|^2$ normalized to one, define

$$P_c(\mathbf r_1,\mathbf r_2)=P(\mathbf r_1,\mathbf r_2)-\rho_A(\mathbf r_1)\rho_B(\mathbf r_2),\qquad \rho_A(\mathbf r_1)=\int P\,d^3r_2,$$

and similarly for $\rho_B$. If the electrons were independent, $P_c$ would vanish. Its integral over either electron is zero by this definition alone: $\int P_c\,d^3r_2=\rho_A-\rho_A=0$. The part that needs proof is stronger: the first-order change of $P$ *itself* integrates to zero, so neither atomic density changes at that order.

The unperturbed state is $\Psi_0=a_0(\mathbf r_1)b_0(\mathbf r_2)$, with $a_0=b_0=e^{-r}/\sqrt\pi$ and density $\rho_0=e^{-2r}/\pi$. Each atom has $h=-\tfrac12\nabla^2-1/r$ and energy $-\tfrac12$. So $H_0=h_1+h_2$ and $E_0=-1$.

### The interaction

The Coulomb terms between the atoms are

$$V=\frac1R+\frac1{|\mathbf R+\mathbf r_2-\mathbf r_1|}-\frac1{|\mathbf R-\mathbf r_1|}-\frac1{|\mathbf R+\mathbf r_2|}.$$

For fixed $\mathbf s$ and large $R$,

$$\frac1{|\mathbf R+\mathbf s|}=\frac1R-\frac{s_z}{R^2}+\frac{3s_z^2-s^2}{2R^3}+\frac{G(\mathbf s)}{R^4}+\dots,\qquad G=\tfrac32s_z(s_x^2+s_y^2)-s_z^3.$$

Insert $\mathbf s=0,\ \mathbf r_2-\mathbf r_1,\ -\mathbf r_1,\ \mathbf r_2$ with signs $+,+,-,-$. The constant and linear terms cancel, and so does every term containing one electron alone. The cross terms at order $R^{-3}$ are $\tfrac12(-6z_1z_2+2\,\mathbf r_1\cdot\mathbf r_2)$. Hence

$$V=\frac{w}{R^3}+\frac{w_4}{R^4}+\dots,\qquad w=x_1x_2+y_1y_2-2z_1z_2.$$

At the next order, let $\mathbf q=\nabla G=(3xz,\;3yz,\;\tfrac32(x^2+y^2)-3z^2)$. The parts of $G(\mathbf r_2-\mathbf r_1)$ linear in one electron and quadratic in the other give

$$w_4=\mathbf r_2\cdot\mathbf q(\mathbf r_1)-\mathbf r_1\cdot\mathbf q(\mathbf r_2),$$

which is the dipole-quadrupole coupling.

### Why both atoms must be excited

First-order perturbation theory gives

$$\Psi_1=-\sum_{(m,n)\neq(0,0)}a_mb_n\,\frac{\langle a_mb_n|V|a_0b_0\rangle}{\omega_m+\omega_n},$$

where $\omega_m$ is the excitation energy of one atom and the sum includes the continuum.

Consider a term with $n=0$, so that B stays in its ground state. Averaging $V$ over $b_0^2$ leaves electron 1 in the potential of a neutral, spherical atom. At distance $d$ from its nucleus, the nuclear potential minus that of the electron cloud is

$$\phi(d)=\frac1d\int_d^\infty4r^2e^{-2r}dr-\int_d^\infty4re^{-2r}dr=e^{-2d}\left(1+\frac1d\right).$$

The two integrals are $e^{-2d}(2d^2+2d+1)$ and $e^{-2d}(2d+1)$. Outside the cloud there is almost no potential: at $d=20$ bohr it is $4.5\times10^{-18}$ hartree/$e$. The matrix element also samples the tail of $a_ma_0$ near B, but that tail is itself exponentially small. Terms with $n=0$ or $m=0$ therefore belong with the neglected overlap effects, and $m\neq0$, $n\neq0$ remain.

All functions can be taken real, so the first-order change of $P$ is $P^{(1)}=2a_0b_0\Psi_1$. Write $\Psi_1=\sum_{m,n\neq0}c_{mn}a_mb_n$ and integrate over electron 2:

$$\int P^{(1)}d^3r_2=2a_0(\mathbf r_1)\sum_{m,n\neq0}c_{mn}a_m(\mathbf r_1)\,\langle b_0|b_n\rangle=0.$$

Integrating over electron 1 gives zero in the same way, through $\langle a_0|a_m\rangle=0$. This holds for every multipole term in $V$, since the argument uses orthogonality and not the form of $w$. Because $\rho_A$ and $\rho_B$ have no first-order change, the product $\rho_A\rho_B$ has none either, and $P_c=P^{(1)}$ at this order.

If B were an ion or had a dipole moment, terms with $n=0$ would survive. They would contribute $\rho_A^{(1)}(\mathbf r_1)\rho_0(\mathbf r_2)$ to $P^{(1)}$. This is induction: a change of density, but no correlation.

### Turning the double sum into one function

Keep the leading interaction $w/R^3$. Its mean value in $\Psi_0$ is zero, so the first-order equation reads

$$(h_1+h_2+1)\Psi_1=-\frac{w}{R^3}\,a_0b_0.$$

A Cartesian coordinate times $a_0$ is a p-type function. The spherical atomic Hamiltonian does not mix the three p components and treats their radial parts alike. We can therefore write

$$\Psi_1=-\frac{w}{R^3}\,a_0b_0\,F(r_1,r_2).$$

To find the equation for $F$, apply $h+\tfrac12$ to $xf(r)a_0$. Since $(h+\tfrac12)a_0=0$ and $\nabla a_0=-\hat{\mathbf r}\,a_0$, the product rule gives

$$(h+\tfrac12)(xfa_0)=a_0\left[-\tfrac12\nabla^2(xf)+\hat{\mathbf r}\cdot\nabla(xf)\right].$$

Here $\nabla^2(xf)=x(f''+4f'/r)$ and $\hat{\mathbf r}\cdot\nabla(xf)=x(f'+f/r)$. The right side is thus $a_0x\,Df$, with

$$Df=-\tfrac12f''-\frac2rf'+f'+\frac fr.$$

The same holds for $y$ and $z$. After cancelling $-wa_0b_0/R^3$, the first-order equation becomes

$$(D_1+D_2)F(r_1,r_2)=1.$$

No $R$ is left in this equation, so $F$ does not depend on $R$. The correlation part of the pair density is

$$\boxed{P_c=-\frac{2}{R^3}\,\rho_0(r_1)\rho_0(r_2)\,(x_1x_2+y_1y_2-2z_1z_2)\,F(r_1,r_2)}$$

The scaling is $R^{-3}$ at fixed $\mathbf r_1,\mathbf r_2$. The zero integrals are visible as well: $w$ is linear in each electron's coordinates, so its angular average over either electron vanishes.

### What $F$ looks like

A constant already gives a usable estimate. For a trial function $\tilde\Psi$, the functional

$$J=2\langle\tilde\Psi|V|\Psi_0\rangle+\langle\tilde\Psi|H_0-E_0|\tilde\Psi\rangle$$

equals the second-order energy $E_2$ at $\tilde\Psi=\Psi_1$. A deviation $\delta$ adds $\langle\delta|H_0-E_0|\delta\rangle\ge0$, so $J$ is smallest there.

Take $F=\lambda$. In the 1s state $\langle x^2\rangle=1$, so $\langle w^2\rangle=1+1+4=6$. Since $D$ acting on 1 gives $1/r$, the second term needs $\langle w^2(1/r_1+1/r_2)\rangle$. With $\langle x^2/r\rangle=\langle r\rangle/3=\tfrac12$, this is $3+3=6$. Therefore

$$J=\frac{-12\lambda+6\lambda^2}{R^6},$$

with its minimum $-6/R^6$ at $\lambda=1$. The corresponding closed approximation is

$$P_c\approx-\frac{2w}{\pi^2R^3}\,e^{-2r_1-2r_2}.$$

For a better $F$, diagonalize $h$ in a finite set of p functions. Call the $p_x$ eigenfunctions $\chi_k$, their excitation energies $\omega_k$, and let $d_k=\langle\chi_k|x|a_0\rangle$. Inverting $h_1+h_2+1$ in this basis gives

$$x_1x_2\,a_0b_0\,F=\sum_{kl}\frac{d_kd_l}{\omega_k+\omega_l}\,\chi_k(\mathbf r_1)\chi_l(\mathbf r_2),\qquad C_6=6\sum_{kl}\frac{d_k^2d_l^2}{\omega_k+\omega_l}.$$

With functions of the form $xe^{-r}$ times a polynomial in $r$, one function reproduces $C_6=6$, two give 6.482, and four give 6.499 hartree bohr$^6$, which no longer changes at this precision with twelve. Some values of $F$, in hartree$^{-1}$, are

- $F(1,1)=0.637$
- $F(1,2)=0.777$
- $F(2,2)=0.961$

with $r$ in bohr. The constant $F=1$ serves the energy better than it serves the pair density near the nuclei. The energy is $E_2=\langle\Psi_0|V|\Psi_1\rangle=-\langle w^2F\rangle/R^6$, so it samples $F$ with a radial weight $r^4e^{-2r}$ for each electron. That weight peaks at $r=2$, where $F$ is close to 1. At $r_1=r_2=1$ the constant is 57% above the converged value.

### Why the energy goes as $R^{-6}$

The energy follows when the pair density is multiplied by the interaction:

$$\int VP_c\,d^3r_1d^3r_2=2\langle\Psi_0|V|\Psi_1\rangle=2E_2=-\frac{2C_6}{R^6}.$$

One factor $R^{-3}$ comes from $P_c$ and the other from $V$. The factor 2 is also correct. Correlating the electrons costs internal energy, and the first-order equation gives this cost as

$$\langle\Psi_1|H_0-E_0|\Psi_1\rangle=-\langle\Psi_1|V|\Psi_0\rangle=-E_2.$$

The sum is $2E_2-E_2=E_2$. At $R=20$ bohr, with the dipole-dipole coupling alone, the interaction contributes $-2.031\times10^{-7}$ hartree and the internal energy rises by $1.0155\times10^{-7}$ hartree, which leaves $-1.0155\times10^{-7}$ hartree. Higher multipoles add terms of order $R^{-8}$ and beyond, which these figures leave out. At 20 bohr the $R^{-8}$ term, with $C_8=124.4$ hartree bohr$^8$, is about 5% of the $R^{-6}$ term.

### Numbers at $R=20$ bohr

Here $R^3=8000$ bohr$^3$. Put each electron 1 bohr from its nucleus and compute $P_c/(\rho_0\rho_0)=-2wF/R^3$.

**Both displaced towards $+z$** ($z_1=z_2=1$). Here $w=-2$, so the relative change is

$$\frac{4\times0.637}{8000}=+3.18\times10^{-4}.$$

With $\rho_0\rho_0=1.856\times10^{-3}$ bohr$^{-6}$, this means $P_c=5.91\times10^{-7}$ bohr$^{-6}$.

**Displaced towards each other** ($z_1=1$, $z_2=-1$). Now $w=+2$, and the change is $-3.18\times10^{-4}$.

**Both displaced sideways** ($x_1=x_2=1$). Now $w=1$, and the change is $-1.59\times10^{-4}$.

The instantaneous dipoles thus prefer to line up head to tail along the axis. Equal sideways displacements put the dipoles side by side and parallel, which is unfavourable.

These values contain the dipole-dipole term alone. The coupling $w_4/R^4$ also acts at first order and adds a part of $P_c$ that falls as $R^{-4}$. For $z_1=1$, $z_2=-1$ it adds $-3.4\times10^{-5}$, which is 11% of the leading term. For $z_1=z_2=1$ its two halves cancel, and for the sideways case each half is zero because $\mathbf q$ then points along $z$. The $R^{-3}$ law is therefore asymptotic, and at 20 bohr its accuracy depends on where the electrons are.

Higher orders in the dipole-dipole coupling are small here: at 20 bohr they change the leading term by less than 0.2% in all three arrangements. Solving the dipole-dipole Hamiltonian without a perturbation expansion, in a finite s, p, d basis, gives exponents between $-2.998$ and $-3.001$ for the three arrangements when $R$ goes from 20 to 40 bohr. In the same calculation the one-electron density changes with exponent $-6.000$. The atoms' densities do respond, but first at second order. The numerical check contains these comparisons.

### What one electron sees of the other

Hold electron 1 at $z_1=1$ bohr on the axis. Then $w=-2z_2$, and the conditional density of electron 2 is, to first order and with the dipole-dipole term alone,

$$\frac{P}{\rho_A}=\rho_0(r_2)\left[1+\frac{4z_2}{R^3}F(1,r_2)\right].$$

Electron 2 is now slightly more likely to be on the $+z$ side of its nucleus: the probability is $\tfrac12+1.43\times10^{-4}$. Its mean displacement is $4.09\times10^{-4}$ bohr. Both numbers belong to the dipole-dipole term; the part $\mathbf r_2\cdot\mathbf q(\mathbf r_1)=-3z_2$ of $w_4$ adds corrections of order $R^{-4}$, which for the displacement amount to $+2.1\times10^{-5}$ bohr, or 5%. The other part of $w_4$ is even in $\mathbf r_2$ and does not displace electron 2. Averaged over all positions of electron 1, the displacement vanishes. In the dipole-dipole term, opposite positions of electron 1 give opposite shifts. The term $\mathbf r_2\cdot\mathbf q(\mathbf r_1)$ is even in $\mathbf r_1$, so it shifts electron 2 the same way for $z_1=+1$ and $z_1=-1$; it averages to zero because every component of $\mathbf q(\mathbf r_1)$ has zero angular average. This is how the pair density changes while the density does not.

It is tempting to treat electron 1 as a fixed dipole that polarizes atom B. The interaction $-2z_1z_2/R^3$ would then push electron 2 with a force $2z_1/R^3$. The static response obeys $D_2f=1$, which is solved by $f=1+r/2$. The polarizability is

$$\alpha=2\langle z^2f\rangle=2\left(1+\tfrac16\langle r^3\rangle\right)=2\,(1+1.25)=4.5\ \text{bohr}^3,$$

and the displacement would be $4.5\times2/8000=1.125\times10^{-3}$ bohr. The correlated value is 0.36 of this.

The reason is the extra $D_1$ in the equation for $F$: electron 1 is a quantum particle in motion, not a fixed charge. For each excitation $l$ of atom B, the static factor $1/\omega_l$ is replaced by a function $g_l(r_1)$ obeying $(D_1+\omega_l)g_l=1$. The difference $u=1/\omega_l-g_l$ satisfies

$$(D_1+\omega_l)u=\frac{1}{\omega_lr_1}>0.$$

At a negative minimum of $u$ we would have $u'=0$ and $u''\ge0$, which makes the left side negative, a contradiction. Nor can the minimum sit at the nucleus: balancing the $1/r_1$ terms gives $-2u'(0)+u(0)=1/\omega_l$, so $u'(0)=\tfrac12\,(u(0)-1/\omega_l)$ and a negative $u$ would still be falling. At large $r_1$ the homogeneous solutions behave as $e^{kr_1}$ with $k=1\pm\sqrt{1+2\omega_l}$. The growing one is excluded because $x\,u\,a_0$ must be normalizable, so $u\approx1/(\omega_l^2r_1)$ tends to zero. Hence $g_l\le1/\omega_l$ for every excitation. The correlated displacement is $(2z_1/R^3)\,2\sum_l d_l^2\,g_l(r_1)$ and the static one is $(2z_1/R^3)\,2\sum_l d_l^2/\omega_l$; since the weights $d_l^2$ are non-negative, the first cannot exceed the second.

## Table of computed values

```
Distance R = 20.0 bohr
Neutral-atom potential at R = 4.46e-18 hartree/e
Response factor F(r1,r2), hartree^-1: basis, finite differences
  r1=1, r2=1 bohr: 0.637, 0.637
  r1=1, r2=2 bohr: 0.777, 0.777
  r1=2, r2=2 bohr: 0.961, 0.961
  r1=3, r2=1 bohr: 0.884, 0.884
C6 with n radial p functions, hartree bohr^6
  n=1: 6.0000
  n=2: 6.4821
  n=4: 6.4990
  n=12: 6.4990
  finite differences: 6.4991
Relative change P_c/(rho0 rho0) at R, dimensionless
  columns: first-order dipole-dipole; all-order dipole-dipole;
  first-order dipole-quadrupole addition; all-order R exponent
  z1=+1, z2=+1 bohr: +3.1846e-04; +3.1860e-04; -2.776e-21; -3.0006
  z1=+1, z2=-1 bohr: -3.1846e-04; -3.1831e-04; -3.376e-05; -2.9994
  x1=+1, x2=+1 bohr: -1.5923e-04; -1.5897e-04; -0.000e+00; -2.9980
rho0*rho0, both electrons at 1 bohr = 1.8558e-03 bohr^-6
First-order dipole P_c, z1=z2=+1 = 5.9098e-07 bohr^-6
Same with F=1 = 9.2788e-07 bohr^-6
Remainder ratio between R and 2R = 64.01 (dimensionless)
Largest |net|/absolute marginal = 4.4e-16 (dimensionless)
Largest density change sampled on z axis = 1.725e-07 bohr^-3
Density change exponent in R = -6.0000
Interaction energy shift E = -1.0155e-07 hartree
Mean V = -2.0310e-07 hartree
Rise of internal energy = 1.0155e-07 hartree
Electron 1 held at z1=+1 bohr:
  excess probability of z2>0 over one half = 1.428e-04
  mean z2, first order = 4.0879e-04 bohr
  mean z2, all-order = 4.0879e-04 bohr
  static polarizability = 4.5000 bohr^3
  static-response z2 = 1.1250e-03 bohr
  correlated/static ratio = 0.363
```
